**Three- and four-phonon scattering in a boron arsenide model**

The program computes acoustic relaxation rates and heat conductivity for a nearest-neighbour zincblende crystal with light mass m, heavy mass M, and stretching and transverse springs k_L and k_T. It asserts that the closed dispersion and its frequency bounds agree with direct diagonalization, and that derivatives of an explicit supercell energy reproduce a mode frequency and the cubic and quartic vertices. On sampled wavevectors it asserts that coincident acoustic branches allow no all-acoustic three-phonon process, while root finding locates a four-phonon exchange. Further assertions cover the occupation factors, the growth of the two rates as T and T² at high temperature, and the opening of the two-acoustic, one-optical channel when the light atom is made heavier. The output shows that four-phonon scattering lowers the model conductivity by 18% at 300 K and 39% at 600 K. With the heavier light atom the reduction is 0.6%, and with more strongly bunched branches it is 55%. A repeat with half the energy window and new partner sampling gives 19% at 300 K.

## Verification by program

```python
"""Three- and four-phonon scattering in a boron-arsenide-like crystal.

Results under test: a heavy/light mass ratio above 4 forbids processes with
two acoustic phonons and one optical phonon; coincident acoustic branches
forbid all-acoustic three-phonon processes; four-phonon exchange survives.
The competing rates and their effect on heat conduction are then computed.

Model: zincblende, nearest-neighbour bonds, stretching spring k_L and
transverse spring k_T = ratio*k_L. Cubic and quartic terms come from a Morse
bond. Atomic units (hbar = electron mass = 1), except where labelled.
w: frequency, S: bond-stretch amplitude of a mode, n: Bose occupation.
Rates are single-mode relaxation rates; only acoustic modes carry heat here.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf.data.elements import MASSES

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
TIME = const.hbar / HARTREE
KB = const.k / HARTREE
AMU = const.atomic_mass / const.m_e
LIGHT, HEAVY = MASSES[5] * AMU, MASSES[33] * AMU

LATTICE = 9.0
K_L, RATIO = 0.10, 0.20
K_SUM = K_L * (1 + 2 * RATIO)       # held fixed when bunching is varied
ONSITE = 4 * K_SUM / 3
MORSE = 0.8
CUBIC, QUARTIC = -3 * MORSE * K_L, 7 * MORSE**2 * K_L
LENGTH = 10e-6 / BOHR
CONTROL_LIGHT = HEAVY / 1.5
BUNCHED_RATIO = 0.5

UNIT = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
BONDS = UNIT * np.sqrt(3) * LATTICE / 4
CELL = LATTICE / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
VOLUME = abs(np.linalg.det(CELL))


def bond_springs(ratio):
    k_l = K_SUM / (1 + 2 * ratio)
    projector = np.einsum("bi,bj->bij", UNIT, UNIT)
    return k_l * (ratio * np.eye(3) + (1 - ratio) * projector)


def modes(q, ratio=RATIO, light=LIGHT):
    """Frequencies, eigenvectors and quantum bond-stretch amplitudes."""
    phase = np.exp(1j * q @ BONDS.T)
    coupling = np.einsum("qb,bij->qij", phase, bond_springs(ratio))
    dyn = np.zeros((len(q), 6, 6), complex)
    dyn[:, :3, :3] = np.eye(3) * ONSITE / light
    dyn[:, 3:, 3:] = np.eye(3) * ONSITE / HEAVY
    dyn[:, :3, 3:] = -coupling / np.sqrt(light * HEAVY)
    dyn[:, 3:, :3] = dyn[:, :3, 3:].conj().transpose(0, 2, 1)
    w2, vec = np.linalg.eigh(dyn)
    w = np.sqrt(np.abs(w2))
    s_light = np.einsum("bi,qis->qsb", UNIT, vec[:, :3]) / np.sqrt(light)
    s_heavy = np.einsum("bi,qis->qsb", UNIT, vec[:, 3:]) / np.sqrt(HEAVY)
    stretch = s_light - s_heavy * phase[:, None, :]
    return w, vec, stretch / np.sqrt(2 * w)[:, :, None]


def velocities(q, w, vec, ratio, light):
    phase = np.exp(1j * q @ BONDS.T)
    slope = np.einsum("qb,bc,bij->qcij", 1j * phase, BONDS, bond_springs(ratio))
    right = np.einsum("qcij,qjs->qcis", slope, vec[:, 3:])
    value = np.einsum("qis,qcis->qsc", vec[:, :3].conj(), right).real
    return -value / (np.sqrt(light * HEAVY) * w[:, :, None])


def bose(w, temp):
    return 1 / np.expm1(w / (KB * temp))


# Occupation factors, before division by the number of equivalent labels.
def absorb3(n0, n1, n2):
    return n1 - n2


def decay3(n0, n1, n2):
    return 1 + n1 + n2


def exchange4(n0, n1, n2, n3):
    return (1 + n1) * n2 * n3 / n0


def combine4(n0, n1, n2, n3):
    return (1 + n1) * (1 + n2) * n3 / n0


def split4(n0, n1, n2, n3):
    return n1 * n2 * n3 / n0


N_GRID = 15
GRID = np.array(list(itertools.product(range(N_GRID), repeat=3)))
OUTER = GRID[(GRID % 3 == 0).all(axis=1)]
OUTER_SHIFT = np.array([1.31, 1.57, 1.43])


def flat_index(integer_q):
    return (integer_q % N_GRID) @ np.array([N_GRID**2, N_GRID, 1])


def rates(ratio, light, temps, width, seed, samples=350):
    """Rates with energy window +-width*w of the relaxing mode.

    Shifted grids close every momentum sum exactly. Reversing a wavevector
    turns annihilation into creation with the same bond amplitude.
    Three-phonon rates are separated by the number of optical partners.
    """
    rng = np.random.default_rng(seed)
    shift1, shift2 = rng.random((2, 3))

    def table(shift):
        w, _, amp = modes(((GRID + shift) / N_GRID) @ RECIP, ratio, light)
        return w, amp

    w1, s1 = table(shift1)
    w2, s2 = table(shift2)
    wc3, sc3 = table(-OUTER_SHIFT - shift1)
    wc4, sc4 = table(-OUTER_SHIFT - shift1 - shift2)
    q0 = ((OUTER + OUTER_SHIFT) / N_GRID) @ RECIP
    w0, vec0, s0 = modes(q0, ratio, light)
    speed = np.linalg.norm(velocities(q0, w0, vec0, ratio, light), axis=2)
    r3 = np.zeros((len(temps), len(q0), 3, 3))
    r4 = np.zeros((len(temps), len(q0), 3))
    for o, integer_q in enumerate(OUTER):
        close = flat_index(-(integer_q + GRID))
        wa, wb, sb = w1[:, :, None], wc3[close][:, None, :], sc3[close]
        for energy, factor, labels in ((wa - wb, absorb3, 1),
                                       (-wa - wb, decay3, 2)):
            for branch in range(3):
                freq = w0[o, branch]
                half = width * freq
                p, i, j = np.nonzero(np.abs(energy + freq) < half)
                amp = np.abs((s0[o, branch] * s1[p, i] * sb[p, j]).sum(1))**2
                base = 2 * np.pi * CUBIC**2 * amp
                base = base / (2 * half * labels * len(GRID))
                optical = (i >= 3).astype(int) + (j >= 3)
                for t, temp in enumerate(temps):
                    occ = factor(bose(freq, temp), bose(w1[p, i], temp),
                                 bose(wc3[close[p], j], temp))
                    r3[t, o, branch] += np.bincount(
                        optical, weights=base * occ, minlength=3)
        a, b = rng.integers(0, len(GRID), (2, samples))
        c = flat_index(-(integer_q + GRID[a] + GRID[b]))
        x = w1[a][:, :, None, None]
        y = w2[b][:, None, :, None]
        z = wc4[c][:, None, None, :]
        for energy, factor, labels in ((x - y - z, exchange4, 2),
                                       (x + y - z, combine4, 2),
                                       (-x - y - z, split4, 6)):
            for branch in range(3):
                freq = w0[o, branch]
                half = width * freq
                p, i, j, k = np.nonzero(np.abs(energy + freq) < half)
                amp = (s0[o, branch] * s1[a[p], i] * s2[b[p], j]
                       * sc4[c[p], k]).sum(1)
                base = 2 * np.pi * QUARTIC**2 * np.abs(amp)**2
                base = base / (2 * half * labels * samples)
                for t, temp in enumerate(temps):
                    occ = factor(bose(freq, temp), bose(w1[a[p], i], temp),
                                 bose(w2[b[p], j], temp),
                                 bose(wc4[c[p], k], temp))
                    r4[t, o, branch] += np.sum(base * occ)
    return w0[:, :3], speed[:, :3], r3, r4


def heat_capacity(w, temp):
    n = bose(w, temp)
    return (w / (KB * temp))**2 * n * (n + 1)       # in units of k_B


def conductivity(w, speed, scattering, temp):
    total = scattering + speed / LENGTH
    value = np.sum(heat_capacity(w, temp) * speed**2 / total)
    return value / (3 * len(w) * VOLUME) * const.k / (TIME * BOHR)


# Closed dispersion and its bounds against direct diagonalization.
rng = np.random.default_rng(4)
q_test = rng.random((4000, 3)) @ RECIP
w_test, vec_test, _ = modes(q_test)
f_matrix = np.einsum("qb,bij->qij", np.exp(1j * q_test @ BONDS.T),
                     bond_springs(RATIO))
f = np.linalg.svd(f_matrix, compute_uv=False)
total = ONSITE * (1 / LIGHT + 1 / HEAVY)
root = np.sqrt(total**2 - 4 * (ONSITE**2 - f**2) / (LIGHT * HEAVY))
closed = np.sort(np.concatenate([(total - root) / 2, (total + root) / 2], 1), 1)
assert np.allclose(closed, w_test**2, rtol=1e-8, atol=1e-17)
w_acoustic = np.sqrt(ONSITE / HEAVY)
w_optical = np.sqrt(ONSITE / LIGHT)
w_top = np.sqrt(total)
optical_width = w_top - w_optical
assert w_test[:, :3].max() <= w_acoustic * (1 + 1e-10)
assert w_test[:, 3:].min() >= w_optical * (1 - 1e-10)
assert w_test[:, 3:].max() <= w_top * (1 + 1e-10)
assert w_test[:, 3:].min() > 2 * w_test[:, :3].max()

# Group velocity against a finite difference.
step = np.array([1e-4, 0, 0])
v_test = velocities(q_test[:5], w_test[:5], vec_test[:5], RATIO, LIGHT)
v_diff = (modes(q_test[:5] + step)[0] - modes(q_test[:5] - step)[0]) / 2e-4
assert np.allclose(v_test[:, :, 0], v_diff, rtol=1e-4, atol=1e-8)

# Frequency and anharmonic vertices from an explicit supercell energy.
sites = np.array(list(itertools.product(range(5), repeat=3))) @ CELL


def relative_field(q, branch):
    w, vec, amp = modes(q[None, :])
    light_u = vec[0, :3, branch] / np.sqrt(LIGHT)
    heavy_u = vec[0, 3:, branch] / np.sqrt(HEAVY)
    bond_phase = np.exp(1j * BONDS @ q)
    local = light_u - bond_phase[:, None] * heavy_u
    field = np.exp(1j * sites @ q)[:, None, None] * local
    return field / np.sqrt(2 * w[0, branch]), amp[0, branch], w[0, branch]


def supercell_energy(field):
    along = np.einsum("lbi,bi->lb", field, UNIT)
    bond = K_L / (2 * MORSE**2) * (1 - np.exp(-MORSE * along))**2
    across = np.sum(field**2, axis=2) - along**2
    return np.sum(bond + RATIO * K_L * across / 2)


def mixed_derivative(fields, h):
    answer = 0
    for signs in itertools.product([-1, 1], repeat=len(fields)):
        field = sum(sign * item for sign, item in zip(signs, fields))
        answer += np.prod(signs) * supercell_energy(h * field)
    return answer / (2 * h)**len(fields)


fa = np.array([1, 2, 0]) / 5
fb = np.array([0, 1, 3]) / 5
fc = np.array([2, 0, 1]) / 5
field_a, _, freq_a = relative_field(fa @ RECIP, 2)
second = mixed_derivative([field_a, field_a.conj()], 0.05)
assert abs(second / (len(sites) * freq_a / 2) - 1) < 1e-3
for fractions, constant in (([fa, fb, -fa - fb], CUBIC),
                            ([fa, fb, fc, -fa - fb - fc], QUARTIC)):
    entries = [relative_field(fr @ RECIP, b)
               for fr, b in zip(fractions, (2, 1, 0, 2))]
    numeric = mixed_derivative([entry[0] for entry in entries], 0.1)
    product = np.prod([entry[1] for entry in entries], axis=0)
    formula = len(sites) * constant * product.sum()
    scale = len(sites) * abs(constant) * np.abs(product).sum()
    assert abs(numeric - formula) < 5e-3 * scale

# Bunched selection rule, with partly split branches as a counterexample.
qa = (rng.random((5000, 3)) - 0.5) @ RECIP * rng.uniform(0.05, 1, (5000, 1))
qb = (rng.random((5000, 3)) - 0.5) @ RECIP * rng.uniform(0.05, 1, (5000, 1))
wa, wb, wc = [modes(q, ratio=1.0)[0][:, :3] for q in (qa, qb, qa + qb)]
bunched_margin = np.min((wa[:, 0] + wb[:, 0] - wc[:, 2])
                        / np.minimum(wa[:, 0], wb[:, 0]))
assert bunched_margin > 0
wa, wb, wc = [modes(q)[0][:, :3] for q in (qa, qb, qa + qb)]
allowed_pairs = np.mean(wa[:, 0] + wb[:, 0] < wc[:, 2])
assert allowed_pairs > 0

# A nontrivial exchange solution exists even with coincident branches.
first_q = np.array([0.8, 0.3, 0.2]) / LATTICE
second_q = np.array([-0.5, 0.9, 0.4]) / LATTICE


def exchange_energy(k):
    q = np.array([first_q + k, second_q - k, first_q, second_q])
    w = modes(q, ratio=1.0)[0][:, 0]
    return w[0] + w[1] - w[2] - w[3]


gradient = np.array([(exchange_energy(e) - exchange_energy(-e)) / 2e-4
                     for e in np.eye(3) * 1e-4])
direction = gradient / np.linalg.norm(gradient)
sideways = np.cross(direction, [0.2, 0.5, 1.0])
sideways *= 0.05 / LATTICE / np.linalg.norm(sideways)
shift_root = brentq(lambda x: exchange_energy(sideways + x * direction),
                    -0.05 / LATTICE, 0.05 / LATTICE, xtol=1e-13)
transfer = np.linalg.norm(sideways + shift_root * direction)
exchange_error = abs(exchange_energy(sideways + shift_root * direction))
assert transfer > 0.04 / LATTICE and exchange_error < 1e-12

# Gain minus loss is linear in the occupation of the relaxing mode.


def relaxation(incoming, outgoing):
    def net_loss(n0):
        left = np.array([n0] + incoming)
        right = np.array(outgoing)
        return np.prod(left) * np.prod(1 + right) - np.prod(1 + left) * np.prod(right)
    return net_loss(1.0) - net_loss(0.0)


for energies, n_in, factor in (([1.0, 0.6, 1.6], 1, absorb3),
                               ([1.0, 0.4, 0.6], 0, decay3),
                               ([1.0, 0.7, 0.5, 1.2], 1, exchange4),
                               ([1.0, 0.7, 0.5, 2.2], 2, combine4),
                               ([1.0, 0.2, 0.3, 0.5], 0, split4)):
    occupations = [1 / np.expm1(e) for e in energies]
    direct = relaxation(occupations[1:1 + n_in], occupations[1 + n_in:])
    assert np.isclose(direct, factor(*occupations), rtol=1e-11)
cap_diff = w_acoustic * (bose(w_acoustic, 300.1) - bose(w_acoustic, 299.9))
assert np.isclose(cap_diff / (0.2 * KB), heat_capacity(w_acoustic, 300), rtol=1e-5)

# One cause at a time: bunching, then the light mass that opens the gap.
WIDTH = 0.03
main = rates(RATIO, LIGHT, [300, 600], WIDTH, 11)
bunched = rates(BUNCHED_RATIO, LIGHT, [300], WIDTH, 11)
control = rates(RATIO, CONTROL_LIGHT, [300], WIDTH, 11)
repeat = rates(RATIO, LIGHT, [300, 20000, 40000], WIDTH / 2, 29)


def summary(data, t=0, temp=300):
    w, speed, r3, r4 = data
    three, four = r3[t].sum(axis=2), r4[t]
    k3 = conductivity(w, speed, three, temp)
    k34 = conductivity(w, speed, three + four, temp)
    to_ns = 1e-9 / TIME
    return (three.mean() * to_ns, four.mean() * to_ns, k3, k34,
            100 * (1 - k34 / k3), 100 * np.mean(four > three))


results = [summary(main), summary(main, 1, 600), summary(bunched),
           summary(control), summary(repeat)]
assert main[2][0, :, :, 1].sum() == 0
assert control[2][0, :, :, 1].sum() > 0
above_cutoff = main[0] * (1 - WIDTH) > optical_width
assert main[2][0, :, :, 2][above_cutoff].sum() == 0
assert results[3][0] > results[0][0]
assert bunched[2][0, :, :, 0].mean() < main[2][0, :, :, 0].mean()
assert results[2][5] > results[0][5]
growth3 = repeat[2][2].sum() / repeat[2][1].sum()
growth4 = repeat[3][2].sum() / repeat[3][1].sum()
assert abs(growth3 - 2) < 0.02 and abs(growth4 - 4) < 0.04
assert abs(results[4][3] / results[0][3] - 1) < 0.30

print(f"Masses B, As: {LIGHT/AMU:.3f}, {HEAVY/AMU:.3f} u; ratio {HEAVY/LIGHT:.3f}")
print(f"Lattice constant: {LATTICE:.1f} bohr; sample length: {LENGTH*BOHR*1e6:.0f} um")
print(f"k_L, k_T: {K_L:.3f}, {RATIO*K_L:.3f} hartree/bohr^2")
print(f"On-site constant s: {ONSITE:.5f} hartree/bohr^2")
print(f"Morse parameter: {MORSE:.2f} 1/bohr")
print(f"Cubic constant: {CUBIC:.4f} hartree/bohr^3")
print(f"Quartic constant: {QUARTIC:.4f} hartree/bohr^4")
print(f"Acoustic upper bound: {w_acoustic*1e3:.4f} millihartree")
print(f"Optical lower, upper bounds: {w_optical*1e3:.4f}, {w_top*1e3:.4f} millihartree")
print(f"Optical bandwidth/acoustic bound: {optical_width/w_acoustic:.4f}")
print(f"Bunched minimum relative energy mismatch: {bunched_margin:.3e}")
print(f"Sampled pairs with 2 lowest below highest, k_T/k_L=0.2: {100*allowed_pairs:.2f} %")
print(f"Exchange example momentum transfer: {transfer:.5f} 1/bohr")
print(f"Exchange example energy error: {exchange_error:.1e} hartree")
print(f"Energy half-width/mode frequency: main {WIDTH:.3f}, repeat {WIDTH/2:.3f}")
print(f"Controls: bunched k_T/k_L {BUNCHED_RATIO:.2f}; light mass {CONTROL_LIGHT/AMU:.3f} u")
names = ["BAs model 300 K", "BAs model 600 K", "More bunched 300 K",
         "Heavier light atom 300 K", "BAs numerical repeat 300 K"]
for name, result in zip(names, results):
    print(f"{name}: mean 3ph, 4ph rates {result[0]:.3f}, {result[1]:.3f} 1/ns")
    print(f"  conductivity 3ph, 3ph+4ph: {result[2]:.1f}, {result[3]:.1f} W/(m K)")
    print(f"  4ph reduction {result[4]:.1f} %; modes with 4ph>3ph {result[5]:.1f} %")
for low, high in ((0, 0.4), (0.4, 0.7), (0.7, 1.01)):
    chosen = (main[0] >= low * w_acoustic) & (main[0] < high * w_acoustic)
    mean3 = main[2][0].sum(2)[chosen].mean() * 1e-9 / TIME
    mean4 = main[3][0][chosen].mean() * 1e-9 / TIME
    print(f"BAs 300 K, w/bound {low:.1f}-{min(high, 1):.1f}: 3ph {mean3:.3f}, 4ph {mean4:.3f} 1/ns")
aaa_main = main[2][0, :, :, 0].mean() * 1e-9 / TIME
aaa_bunched = bunched[2][0, :, :, 0].mean() * 1e-9 / TIME
aao_control = control[2][0, :, :, 1].mean() * 1e-9 / TIME
print(f"All-acoustic 3ph rate, BAs and more bunched: {aaa_main:.3f}, {aaa_bunched:.3f} 1/ns")
print(f"Two-acoustic-one-optical rate, heavier light atom: {aao_control:.3f} 1/ns")
print(f"Rate growth on doubling high T: 3ph {growth3:.4f}, 4ph {growth4:.4f}")
print("OK")
```

Printed output:

```
Masses B, As: 10.810, 74.922 u; ratio 6.931
Lattice constant: 9.0 bohr; sample length: 10 um
k_L, k_T: 0.100, 0.020 hartree/bohr^2
On-site constant s: 0.18667 hartree/bohr^2
Morse parameter: 0.80 1/bohr
Cubic constant: -0.2400 hartree/bohr^3
Quartic constant: 0.4480 hartree/bohr^4
Acoustic upper bound: 1.1691 millihartree
Optical lower, upper bounds: 3.0778, 3.2924 millihartree
Optical bandwidth/acoustic bound: 0.1835
Bunched minimum relative energy mismatch: 3.310e-02
Sampled pairs with 2 lowest below highest, k_T/k_L=0.2: 54.42 %
Exchange example momentum transfer: 0.00556 1/bohr
Exchange example energy error: 1.4e-18 hartree
Energy half-width/mode frequency: main 0.030, repeat 0.015
Controls: bunched k_T/k_L 0.50; light mass 49.948 u
BAs model 300 K: mean 3ph, 4ph rates 0.651, 0.891 1/ns
  conductivity 3ph, 3ph+4ph: 3718.2, 3049.9 W/(m K)
  4ph reduction 18.0 %; modes with 4ph>3ph 34.4 %
BAs model 600 K: mean 3ph, 4ph rates 1.302, 6.121 1/ns
  conductivity 3ph, 3ph+4ph: 2445.0, 1502.4 W/(m K)
  4ph reduction 38.6 %; modes with 4ph>3ph 71.7 %
More bunched 300 K: mean 3ph, 4ph rates 0.250, 2.633 1/ns
  conductivity 3ph, 3ph+4ph: 6376.6, 2855.1 W/(m K)
  4ph reduction 55.2 %; modes with 4ph>3ph 89.3 %
Heavier light atom 300 K: mean 3ph, 4ph rates 22.964, 0.791 1/ns
  conductivity 3ph, 3ph+4ph: 431.2, 428.8 W/(m K)
  4ph reduction 0.6 %; modes with 4ph>3ph 0.0 %
BAs numerical repeat 300 K: mean 3ph, 4ph rates 0.644, 0.922 1/ns
  conductivity 3ph, 3ph+4ph: 3828.2, 3101.2 W/(m K)
  4ph reduction 19.0 %; modes with 4ph>3ph 38.7 %
BAs 300 K, w/bound 0.0-0.4: 3ph 0.755, 4ph 0.005 1/ns
BAs 300 K, w/bound 0.4-0.7: 3ph 0.323, 4ph 0.084 1/ns
BAs 300 K, w/bound 0.7-1.0: 3ph 0.873, 4ph 1.553 1/ns
All-acoustic 3ph rate, BAs and more bunched: 0.651, 0.250 1/ns
Two-acoustic-one-optical rate, heavier light atom: 21.956 1/ns
Rate growth on doubling high T: 3ph 2.0000, 4ph 4.0006
OK
```
